# Slowest hydrogen loss from a film with one blocked face

**Question.** An amorphous In-Ga-Zn-O film, 50 nm thick, lies on a dense layer that blocks hydrogen. Its top face is open, and hydrogen that reaches this face leaves at once. During an anneal at 473 K the hydrogen diffusivity is \(10^{-15}\ \mathrm{cm^2/s}\). What is the longest time constant of the hydrogen loss, and how does it depend on the film and on its faces?

**Answer.**

**The diffusion problem**

Let \(x\) run from the blocked face, \(x=0\), to the open face, \(x=L\). The film is much wider than it is thick, so the concentration \(c\) depends on \(x\) and \(t\) alone. With constant diffusivity \(D\), and no field, traps or sources, the flux is \(J=-D\,\partial c/\partial x\). Hydrogen is conserved, \(\partial c/\partial t=-\partial J/\partial x\), and therefore

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad
\left.\frac{\partial c}{\partial x}\right|_{x=0}=0,\qquad c(L,t)=0 .
\]

The first boundary condition says that no flux crosses the blocked face. The second says that the open face absorbs perfectly.

Try \(c=X(x)G(t)\). Dividing the equation by \(XG\) gives \(G'/G=DX''/X\). The left side depends on \(t\) alone and the right side on \(x\) alone, so both equal a constant, called \(-\lambda\). Then \(G\propto e^{-\lambda t}\) and \(X''=-(\lambda/D)X\). To find the sign of \(\lambda\), multiply by \(X\) and integrate by parts:

\[
\frac{\lambda}{D}\int_0^L X^2dx=-\int_0^L XX''dx
=-\big[XX'\big]_0^L+\int_0^L X'^2dx=\int_0^L X'^2dx .
\]

The bracket vanishes because \(X'(0)=0\) and \(X(L)=0\). The right side is positive, since a constant \(X\) that is zero at \(L\) is zero everywhere. Hence \(\lambda>0\), and each mode decays.

Write \(\lambda=Dk^2\). The solution \(X=A\cos kx+B\sin kx\) has \(X'(0)=kB\), so \(B=0\). The open face then requires \(\cos kL=0\), or

\[
k_n=\frac{(2n+1)\pi}{2L},\qquad
\tau_n=\frac{1}{Dk_n^2}=\frac{4L^2}{(2n+1)^2\pi^2D},\qquad n=0,1,2,\ldots
\]

The longest time belongs to \(n=0\):

\[
\boxed{\tau=\frac{4L^2}{\pi^2D}}
\]

**The number and its scaling**

Since \(L=5\times10^{-6}\) cm,

\[
\frac{L^2}{D}=\frac{2.5\times10^{-11}\ \mathrm{cm^2}}{10^{-15}\ \mathrm{cm^2/s}}
=2.5\times10^4\ \mathrm{s},\qquad
\tau=0.4053\times2.5\times10^4\ \mathrm{s}\approx1.0\times10^4\ \mathrm{s},
\]

or about 2.8 h. A separate calculation, which balances the hydrogen among thin cells and finds the slowest decay rate, gives 10132 s, the same as the formula to the digits printed.

At fixed \(D\), a film 10 % thicker needs 21 % more time, \(1.23\times10^4\) s. At fixed thickness, \(\tau\) is inversely proportional to \(D\). The slowest mode is a quarter of a cosine wave. If both faces absorbed, half a wave would have to fit into the same thickness; \(k\) would double and the time would fall to a quarter, 2533 s.

**How much hydrogen is left**

The time \(\tau\) is an e-folding time, not the time to empty the film. To find the remaining amount, expand the initial profile \(c_i(x)\) in the modes. They form a complete set: continue the profile evenly about \(x=0\) and oddly about \(x=L\), and its Fourier series, of period \(4L\), contains just these cosines. They are orthogonal, because \(k_n\pm k_m\) is a multiple of \(\pi/L\), and \(\int_0^L\cos^2k_nx\,dx=L/2\). The coefficients are therefore

\[
A_n=\frac2L\int_0^Lc_i(x)\cos k_nx\,dx .
\]

For a uniform start, \(c_i=c_0\), the integral is \(c_0\sin(k_nL)/k_n=c_0(-1)^n/k_n\), so \(A_n=2c_0(-1)^n/(k_nL)\). Integrating each mode over the film supplies another factor \((-1)^n/k_n\). Division by the initial amount \(c_0L\) gives the retained fraction

\[
F(t)=\sum_{n=0}^{\infty}\frac{2}{(k_nL)^2}e^{-t/\tau_n}
=\sum_{n=0}^{\infty}\frac{8}{\pi^2(2n+1)^2}e^{-t/\tau_n}.
\]

The first mode has weight 0.81, and the second decays nine times faster, in 1126 s. At \(t=\tau\) the film still holds 30 % of its hydrogen. Later the first term suffices, and setting it equal to a small fraction \(f\) gives \(t=\tau\ln[8/(\pi^2f)]\). This is \(2.1\times10^4\) s for 10 % and \(4.5\times10^4\) s for 1 %.

The mean residence time is a different measure. The distribution of exit times is \(-dF/dt\), so integration by parts gives the mean as \(\int_0^\infty F\,dt\). With \(\sum_n(2n+1)^{-4}=\pi^4/96\),

\[
\int_0^\infty F\,dt=\frac{8\tau}{\pi^2}\,\frac{\pi^4}{96}
=\frac{\pi^2\tau}{12}=\frac{L^2}{3D}\approx8.3\times10^3\ \mathrm{s}.
\]

For another starting profile, the first mode contributes \(A_0\int_0^L\cos(\pi x/2L)\,dx=2LA_0/\pi\). Divided by the initial amount, this is

\[
F(t)\simeq\frac4\pi\left\langle\cos\frac{\pi x}{2L}\right\rangle e^{-t/\tau}
\quad\text{at late times},
\]

where the average is over the initial hydrogen. The cosine is positive inside the film, so a non-negative profile cannot avoid the slowest mode. The profile sets how much hydrogen decays slowly, but not the time constant. Hydrogen placed in the 5 nm next to the blocked face is 47 % retained at \(\tau\); placed in the 5 nm next to the open face, it is 3.7 % retained.

**When the open face is slow**

Suppose that the outward flux at the surface is \(s\,c(L)\), with a finite release velocity \(s\). This is first-order release. If hydrogen atoms must first pair and leave as H₂, the flux can instead vary as \(c(L)^2\); the late decay is then not exponential, and the time constants below do not apply. The mode \(\cos(qx/L)\) must satisfy \(-DX'(L)=sX(L)\), which gives

\[
q\tan q=\frac{sL}{D}\equiv B,\qquad \tau_s=\frac{L^2}{Dq^2}.
\]

For large \(B\), put \(q=\pi/2-\epsilon\). Then \(\tan q\approx1/\epsilon\), so \(\epsilon\approx\pi/(2B)\) and \(\tau_s\approx\tau(1+2/B)\). For small \(B\), \(q^2\approx B\) and \(\tau_s\approx L/s\). The time then grows as \(L\) instead of \(L^2\), and the bulk diffusivity no longer matters at fixed \(s\).

A hopping picture supplies a size for \(s\). The last atomic layer, of thickness \(a\), holds \(ca\) atoms per area, and each hops outward at the rate \(D/a^2\). An extra surface barrier \(E\) reduces this rate, so \(s\approx(D/a)e^{-E/k_BT}\). With \(a=0.25\) nm and no extra barrier, this estimate gives \(B=200\) and a \(\tau_s\) about 1 % above \(\tau\). So small a shift is only an order of magnitude, since moving the face by half a hop changes the time by 0.5 %. A barrier of 0.10 eV lowers \(B\) to about 17 and raises the time by 12 %. Near 0.22 eV, \(B=1\), and surface release and diffusion are of comparable importance.

**When hydrogen is charged**

Hydrogen often acts as a donor in this oxide, leaving H⁺. Let a potential drop \(V\) be spread uniformly over the film, positive when it drives H⁺ to the open face. The Einstein relation gives a drift velocity \(v=pD/L\), with \(p=eV/k_BT\), and the flux becomes \(J=-D\,\partial c/\partial x+vc\).

With \(\xi=x/L\), set \(c=e^{p\xi/2}u(\xi)e^{-\lambda t}\). This factor removes the first derivative from the diffusion equation and leaves

\[
u''=-q^2u,\qquad q^2=\frac{\lambda L^2}{D}-\frac{p^2}{4}.
\]

Zero flux at the blocked face means \(\partial c/\partial\xi=pc\), hence \(u'(0)=(p/2)u(0)\). The choice \(u=\sin[q(1-\xi)]\) vanishes at the open face, and the remaining condition is

\[
q\cot q=-\frac p2,\qquad
\tau_p=\frac{L^2}{D\,(q^2+p^2/4)} .
\]

This form of the slowest mode holds for \(p>-2\). A drop of 0.05 V at 473 K gives \(p=1.23\). The time falls to \(6.4\times10^3\) s when the ions are driven out, and rises to \(1.7\times10^4\) s when they are driven towards the blocked face.

**When hydrogen is trapped**

Let free hydrogen be captured at rate \(a_t\) and released at rate \(r\), with unfilled traps spread uniformly. In the slowest diffusion mode, the free and trapped amplitudes \(C\) and \(M\) obey

\[
-\lambda C=-\frac C\tau-a_tC+rM,\qquad -\lambda M=a_tC-rM .
\]

A non-zero solution requires

\[
\lambda^2-\left(\frac1\tau+a_t+r\right)\lambda+\frac r\tau=0,
\]

and the smaller root is the slow loss rate. If exchange is fast, \(r\tau\gg1\), that root is \(\lambda\approx1/[\tau(1+a_t/r)]\): the time is multiplied by the ratio of total to free hydrogen. If release is slow and \(a_t\) is comparable with \(r\), \(\lambda\approx r\), and the traps set the time.

Take equal free and trapped amounts at equilibrium, \(a_t=r\), and a release rate \(r=\nu e^{-E_r/k_BT}\) with the attempt frequency \(\nu=10^{13}\ \mathrm{s^{-1}}\). Here \(E_r\) is the full barrier for release, including the hop out of the trap, and not the binding energy alone. Traps with \(E_r=1.4\) eV release in about 80 s, and the loss time doubles to \(2.0\times10^4\) s. Traps with \(E_r=1.7\) eV release in \(1.3\times10^5\) s, and the loss time becomes \(1.4\times10^5\) s. Only hydrogen that is or becomes trapped follows this longer time. At \(t=3\tau\), 46 % is left if free and trapped hydrogen start in equilibrium, but only 8 % if all of it starts free, because little is captured before it escapes. In a film with much more hydrogen than such deep traps can hold, most of it likewise leaves earlier. The release time equals \(\tau\) at about 1.6 eV. If the quoted \(D\) is an effective value that already includes fast traps, the doubling must not be applied again. Deep traps still need separate treatment.

**When the blocked face is imperfect**

A leak with flux \(wc(0)\) through the lower face gives \(DX'(0)=wX(0)\). With \(X=\sin[q(1-x/L)]\) this becomes \(q\cot q=-wL/D\). A leak velocity of \(2.8\times10^{-4}\) nm/s shortens the time by 10 %.

A barrier layer can also store hydrogen. Let the layer be 10 nm thick, with diffusivity \(D_b=10^{-18}\ \mathrm{cm^2/s}\) and the same solubility as the film. From a uniform start, the concentration at the interface never exceeds \(c_0\). A deep layer whose surface is held at \(c_0\) has the profile \(c_0\,\mathrm{erfc}[y/(2\sqrt{D_bt})]\), where \(y\) is the depth, and so takes in a flux \(c_0\sqrt{D_b/(\pi t)}\). Integrated over time and divided by \(c_0L\), this bounds the uptake by \(2\sqrt{D_bt/\pi}/L\), or 2.3 % at \(t=\tau\). The two-layer calculation, with the far side of the barrier blocked, gives 1.5 %. This small store returns later through the film, more slowly than the film would empty by itself. The slowest mode of the two layers has a time constant of \(4.1\times10^5\) s, about \(40\tau\), close to \(4d^2/(\pi^2D_b)\) for the barrier thickness \(d=10\) nm. At \(4.5\times10^4\) s, film and barrier together still hold 2 % of the hydrogen instead of 1 %. The time \(\tau\) therefore describes the main loss, but the last few per cent of the initial hydrogen, counted in film and barrier together, decay more slowly.

**Comparison with a real film**

Thicknesses of tens of nanometres are usual for In-Ga-Zn-O transistor channels. The diffusivity here is a round model value, not a measurement; real values depend on composition, density, hydrogen content and temperature. Of the loss times found above for other conditions, two lie far from \(\tau\): that for the 1.7 eV traps, by a factor of about 14, and that for the store in the barrier, by a factor of about 40. Each applies only to the hydrogen held there. The uniform potential drop is also a simplification. If no steady electron current flows, it needs a film with few free electrons and so little net charge, including that of the H⁺ itself, that the potential stays nearly linear. For a relative permittivity of 12, the screening length at 473 K is about 50 nm at an electron density of \(10^{16}\ \mathrm{cm^{-3}}\), but only 5 nm at \(10^{18}\ \mathrm{cm^{-3}}\). At the higher density the applied field is confined near the faces, and the drift times found above do not apply. A uniform net charge density \(\rho\) bends the potential at mid-film by \(\rho L^2/(8\varepsilon)\), which reaches a tenth of the 0.05 V drop at about \(10^{16}\) charges per \(\mathrm{cm^3}\). Sputtered films often hold \(10^{20}\ \mathrm{cm^{-3}}\) of hydrogen or more, so the drift times require that almost all of it be neutral or compensated. An internal field can remain, however, if hydrogen supplies the electrons. Mobile, non-degenerate electrons of density \(n\) in equilibrium set up the field \(-(k_BT/e)\,(\partial n/\partial x)/n\). In a neutral film with no other donors, \(n=c\), and the resulting drift flux of H⁺ is \(-D\,\partial c/\partial x\), equal to the diffusion flux. The effective diffusivity is then \(2D\), and the loss is up to twice as fast, unless the quoted \(D\) already includes this effect. At densities where the electrons become degenerate, the factor exceeds 2. The gain is temporary, however, and neutrality fails first near the open face, where \(c\) is small. For non-degenerate electrons and a start at \(10^{18}\ \mathrm{cm^{-3}}\), solving Poisson's equation together with the diffusion gives a loss rate of \(1.4/\tau\) at \(t=\tau\) and \(1.1/\tau\) at \(t=3\tau\). As hydrogen leaves, either the screening length outgrows the film or other donors come to supply most of the electrons, and the late time constant returns to \(\tau\). If the surroundings hold the open face at a constant non-zero concentration \(c_s\), then \(c-c_s\) obeys the original equations: the film approaches \(c_s\) with the same \(\tau\), but does not empty.

Temperature also changes \(\tau\), because \(D\) depends on it. For an assumed Arrhenius law with activation energy \(E_a=1.0\) eV,

\[
\tau(T)=\tau(473\ \mathrm K)\,
\exp\!\left[\frac{E_a}{k_B}\left(\frac1T-\frac1{473\ \mathrm K}\right)\right].
\]

For an anneal 10 K hotter, \(\tau\) is \(6.1\times10^3\) s, about 40 % less. Extended to 300 K, the same law gives roughly \(10^{10}\) s, or several hundred years. That figure is an extrapolation and is sensitive to \(E_a\). The hop length and attempt frequency used above would give the stated \(D\) for a barrier of 1.2 eV, and the 300 K time would then be about 8000 years. The extrapolation fails if another transport path with a lower activation energy takes over. Most of the values used here, but not those for screening, are listed in the numerical output below.

## Numbers as computed

```
film thickness L = 50 nm
diffusivity D = 1.0e-15 cm^2/s
diffusivity D = 0.100 nm^2/s
anneal temperature = 473 K
thermal energy kT = 0.0408 eV
L^2/D = 2.5e+04 s
factor 4/pi^2 = 0.4053
slowest time tau, formula = 10132 s
slowest time tau, cells = 10132 s
slowest time tau = 2.81 h
next mode time = 1126 s
slowest time, both faces open = 2533 s
slowest time, film 10 % thicker = 1.226e+04 s
mean residence time, uniform start = 8333 s
first-mode weight, uniform start = 0.8106
retained at tau, uniform start = 0.2982
time to retained fraction 0.368 = 8006 s
time to retained fraction 0.100 = 2.12e+04 s
time to retained fraction 0.010 = 4.453e+04 s
start in 5 nm at blocked face: first-mode weight = 1.2680
start in 5 nm at blocked face: retained at tau = 0.4664
start in 5 nm at open face: first-mode weight = 0.0998
start in 5 nm at open face: retained at tau = 0.0367
hop length = 0.25 nm
tau, surface hop as in bulk = 1.023e+04 s
extra surface barrier = 0.10 eV
tau with that surface barrier = 1.134e+04 s
surface barrier for sL/D = 1: 0.216 eV
potential drop = 0.05 V
drop over thermal voltage p = 1.227
tau, H+ driven to open face = 6360 s
tau, H+ driven to blocked face = 1.724e+04 s
trap attempt frequency = 1.0e+13 1/s
trapped/free ratio = 1.0
trap 1.4 eV: release time = 82.6 s
trap 1.4 eV: slowest loss time = 2.031e+04 s
trap 1.7 eV: release time = 1.3e+05 s
trap 1.7 eV: slowest loss time = 1.407e+05 s
trap energy with release time tau = 1.596 eV
leak velocity that cuts tau by 10 % = 0.000282 nm/s
barrier diffusivity = 1.0e-18 cm^2/s
barrier uptake by tau, upper bound = 2.27 %
barrier uptake by tau, cells = 1.46 %
activation energy of D = 1.0 eV
tau at 483 K = 6097 s
tau at 300 K = 1.4e+10 s
tau at 300 K = 4.5e+02 years
```
